# Depolarizing Sums for One, Three and Many Dipole Planes

## Problem

Identical point dipoles $p$, all pointing along the film normal $z$, occupy square lattices of spacing $a$. Planes are stacked directly above one another, also at distance $a$, so that they form a piece of a simple cubic lattice. Each plane is laterally infinite. In Gaussian-type atomic units ($4\pi\epsilon_0=1$), a dipole at the origin produces at $\mathbf r$ the field

$$E_z=p\,\frac{3z^2-r^2}{r^5}.$$

Write the field of all *other* dipoles at a given site as $-S\,p/a^3$. The number $S$ is the depolarizing sum of that site.

1. Find $S_0$, the value of $S$ for a single plane.
2. Find the field produced by one plane at a site $l$ spacings above it, and hence $S$ in the middle plane of three.
3. Find $S$ deep inside a thick slab, and compare. What happens at the outer planes?
4. Let the dipoles be induced, with polarizability $\alpha$, by a uniform external field $E$. The bulk material has relative permittivity $k=3.9$, $a=0.35$ nm and $E=10$ MV/cm. Find the permittivity of films of one and three planes.
5. Estimate what the point-dipole model leaves out for this film.

## Hints

- For part 1, write $R^{-3}$ as an integral over Gaussians. A lattice sum of wide Gaussians equals a sum of narrow ones.
- For part 2, expand the potential of a plane in lateral plane waves. Each wave obeys Laplace's equation away from the plane.
- For part 3, cut a cube out of the slab around the site. Symmetry handles the cube, and solid angles handle the rest.
- For part 4, the middle and outer dipoles differ, so there are two unknowns.

## Solution

Set $a=1$ until part 4.

### 1. One plane

In the plane $z=0$, each dipole contributes $-p/R^3$, so

$$S_0=\sum_{\mathbf R\ne0}\frac1{R^3},\qquad \mathbf R=(m,n).$$

The gamma integral gives $\int_0^\infty t^{1/2}e^{-\pi tR^2}dt=\Gamma(3/2)/(\pi^{3/2}R^3)$. Since $\Gamma(3/2)=\sqrt\pi/2$, we have $R^{-3}=2\pi\int_0^\infty t^{1/2}e^{-\pi tR^2}dt$ and

$$S_0=2\pi\int_0^\infty t^{1/2}[\Theta(t)-1]\,dt,\qquad \Theta(t)=\sum_{\mathbf R}e^{-\pi tR^2}.$$

The $-1$ removes the term $\mathbf R=0$.

At small $t$ many terms of $\Theta$ matter. The periodic function $\sum_{\mathbf R}f(\boldsymbol\rho-\mathbf R)$ has Fourier coefficients $\int f\,e^{-i\mathbf G\cdot\boldsymbol\rho}d^2\rho$, with $\mathbf G=2\pi(m,n)$. Evaluating its Fourier series at $\boldsymbol\rho=0$ for $f=e^{-\pi\rho^2/t}$, whose coefficients are $t\,e^{-\pi t(m^2+n^2)}$, gives

$$\Theta(1/t)=t\,\Theta(t).$$

Now split the integral at $t=1$ and substitute $t=1/u$, $dt=-du/u^2$, in the lower part:

$$\int_0^1t^{1/2}[\Theta(t)-1]dt=\int_1^\infty u^{-5/2}[u\Theta(u)-1]du$$
$$=\int_1^\infty u^{-3/2}[\Theta(u)-1]du+\int_1^\infty(u^{-3/2}-u^{-5/2})du.$$

The last integral is $2-\tfrac23=\tfrac43$. Therefore

$$S_0=\frac{8\pi}3+2\pi\int_1^\infty\left(t^{1/2}+t^{-3/2}\right)[\Theta(t)-1]\,dt.$$

The remaining integral converges fast. The four nearest sites contribute 0.641844 and all sites together 0.656041, so

$$S_0=8.377580+0.656041\simeq9.0336.$$

A direct sum over sites within radius 600, completed by the continuum tail $2\pi/600$, gives 9.033621. The appearance of $8\pi/3$ is explained in part 3.

### 2. Neighbouring planes

Start with a plane of unit charges. Its potential is periodic in $\boldsymbol\rho$, so $\phi=\sum_{\mathbf G}\phi_G(z)e^{i\mathbf G\cdot\boldsymbol\rho}$. Away from the plane, Laplace's equation requires $\phi_G''=G^2\phi_G$. Every Fourier coefficient of the surface charge density is 1, so $\phi_G'$ jumps by $-4\pi$ across the plane. The decaying solution is

$$\phi_G=\frac{2\pi}{G}e^{-G|z|}\quad(G\ne0),\qquad \phi_0=-2\pi|z|.$$

A dipole is a displaced pair of charges, so its potential is $-p\,\partial_z\phi$ and its field is $E_z=p\,\partial_z^2\phi$. The $G=0$ part vanishes off the plane: a uniform dipole layer has no external field. At the site directly above a dipole, the field is $pT(l)$ with

$$T(l)=2\pi\sum_{\mathbf G\ne0}G\,e^{-Gl}\simeq16\pi^2e^{-2\pi l}.$$

The leading term comes from the four vectors with $G=2\pi$. For the adjacent plane it gives 0.294895, and the full sum is $T(1)=0.327465$. For the second plane $T(2)=0.000555$.

The field is positive, that is, parallel to the dipoles. The single dipole directly below would give $+2$ by itself, but the rest of its plane cancels most of this.

In the middle plane of three, both neighbours reduce the depolarization:

$$S_{\rm mid}=S_0-2T(1)=9.033622-0.654930=8.378692.$$

### 3. The thick slab

Consider planes $-N\le l\le N$ and a site in the plane $l=0$. Around it take the cube $|m|,|n|,|l|\le N$. Cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ over the cube equal, so $\sum(3z^2-r^2)/r^5=0$: the cube contributes nothing.

All remaining dipoles are at least about $N$ spacings away. The dipole field changes little from one site to the next there, so for $N\to\infty$ the sum becomes an integral over a continuum of polarization $P=p$. The field of such a region is that of its surface charge. The side walls of the removed cube are parallel to $P$ and carry none. What remains is charge density $+P$ on the top face of the slab and $-P$ on the bottom face, each with a square hole.

A surface element $dA$ of charge density $\sigma$, at distance $r$ and angle $\theta$ from the normal, gives a normal field $\sigma\cos\theta\,dA/r^2=\sigma\,d\Omega$. An infinite face fills the solid angle $2\pi$; the square hole, one face of a cube seen from its centre, fills $4\pi/6$. The positive charge above pushes the field down and the negative charge below pulls it down, so the two add:

$$S_{\rm bulk}=2\left(2\pi-\frac{4\pi}6\right)=\frac{8\pi}3=8.377580.$$

Counting the same slab plane by plane gives

$$S_0-2\sum_{l\ge1}T(l)=\frac{8\pi}3.$$

The integral 0.656041 in part 1 is thus the combined effect of all planes missing from a monolayer. The first two planes on each side give $2(0.327465+0.000555)=0.656040$.

The middle of three planes differs from bulk by the planes still missing:

$$S_{\rm mid}-S_{\rm bulk}=2\sum_{l\ge2}T(l)\simeq32\pi^2e^{-4\pi}=0.0011.$$

The agreement is close because the coupling falls by roughly $e^{-2\pi}$ per plane.

This concerns the middle site. An outer site of the trilayer has $S=S_0-T(1)-T(2)=8.7056$. At the surface of a thick film, half of the neighbouring planes are missing, so

$$S_{\rm surf}=S_0-\sum_{l\ge1}T(l)=\frac12\left(S_0+\frac{8\pi}3\right)=8.7056.$$

Adding planes does not bring the surface to the bulk value.

The sum also depends on which field is taken as reference. Relative to the external field, the local field in bulk is $E-8\pi P/3$. The macroscopic field inside the slab is $E_{\rm mac}=E-4\pi P$, so the same local field reads $E_{\rm mac}+4\pi P/3$, the Lorentz form.

### 4. Induced dipoles

Restore $a$ and define $x_i=p_i/(a^3E)$ and $\hat\alpha=\alpha/a^3$. Each dipole equals $\alpha$ times its local field. With $A=1/\hat\alpha+S_0$, $T_1=T(1)$ and $T_2=T(2)$, the trilayer obeys

$$A\,x_m-2T_1x_o=1,\qquad (A-T_2)x_o-T_1x_m=1,$$

where $m$ is the middle plane and $o$ either outer plane. Multiply the first equation by $A-T_2$, the second by $2T_1$, and add: $x_o$ drops out. Multiply them instead by $T_1$ and $A$, and add: $x_m$ drops out. The results are

$$x_m=\frac{A-T_2+2T_1}{D},\quad x_o=\frac{A+T_1}{D},\quad D=A(A-T_2)-2T_1^2.$$

**Permittivity.** From part 2, the laterally averaged potential of a dipole plane is $-p\,\partial_z\phi_0/a^2=2\pi p\,\mathrm{sgn}(z)/a^2$, a step of $4\pi p/a^2$. Assign the thickness $na$ to $n$ planes. The voltage drop is $V=Ena-4\pi\sum p_i/a^2$, and the mean film field is $V/(na)=E(1-4\pi\bar x)$, with $\bar x$ the average of $x_i$. The normal displacement equals $E$, so

$$k=\frac1{1-4\pi\bar x}.$$

In bulk, $x=1/(1/\hat\alpha+8\pi/3)$. Inserting this gives

$$k=\frac{1/\hat\alpha+8\pi/3}{1/\hat\alpha-4\pi/3},\qquad\frac{k-1}{k+2}=\frac{4\pi}{3/\hat\alpha}=\frac{4\pi\hat\alpha}3,$$

the Clausius–Mossotti relation. For $k=3.9$ it yields $\hat\alpha=(3/4\pi)(2.9/5.9)=0.11734$, hence $A=8.5220+9.0336=17.5556$.

**Numbers.** The denominator is $D\simeq307.98$, so

$$x_m=\frac{18.210}{307.98}=0.05913,\qquad x_o=\frac{17.883}{307.98}=0.05807.$$

In SI form $p=4\pi\epsilon_0a^3Ex$, which is 0.00176 $e\,$nm in the middle and 0.00173 $e\,$nm outside. The outer dipoles are 1.8% weaker than the middle one, which changes the effective sum there to $S_0-2T_1x_o/x_m=8.390$. This is still near $8\pi/3$, but the deviation of 0.013 is about twelve times the one for equal dipoles.

The average is $\bar x=(0.05913+2\times0.05807)/3=0.05842$, so $1-4\pi\bar x=0.266$ and

$$k_3=3.76.$$

For one plane, $x=1/A=0.0570$ and $k_1=3.52$. The middle dipole is within 0.1% of its bulk value $0.05917$, yet the trilayer permittivity is 3.6% below bulk because two of its three planes are surfaces. Their weight falls as $1/n$: a film of 41 planes has $k=3.89$. These deficits refer to the assigned thickness $na$, which is a convention at a free surface. With the same dipoles, a thickness of $2.95a$ gives $k_3=3.95$ and $3.05a$ gives $3.60$; a reduction by only $0.038a=0.013$ nm restores 3.9. The weaker outer dipoles do not depend on this choice, but the permittivity does.

The external field of 10 MV/cm is 1 V/nm. Across 1.05 nm the voltage is $1.05/3.76=0.279$ V and the mean film field is 2.66 MV/cm.

### 5. What the model leaves out

**Dipole size.** A polarizable unit that nearly fills its cell is not a point. As an estimate, replace the charge interaction $1/r$ by $\phi=\mathrm{erf}(r/\zeta)/r$, which describes Gaussian charge clouds. Near the origin,

$$\phi=\frac2{\sqrt\pi\,\zeta}\left(1-\frac{r^2}{3\zeta^2}+\dots\right),\qquad \partial_z^2\phi(0)=-\frac4{3\sqrt\pi\,\zeta^3}.$$

Choosing the width so that a cloud's field on itself, $p\,\partial_z^2\phi(0)$, balances the driving field $p/\alpha$ gives $\zeta^3=4\alpha/(3\sqrt\pi)$, here $\zeta=0.156$ nm. This is a modelling choice, not a calculation of silica.

With $\alpha$ held fixed, the monolayer sum becomes 8.962, $T(1)$ falls from 0.327 to 0.125, the middle of three equal planes has 8.7126 and bulk has 8.7115. The approach to bulk within three planes survives, but the common value is no longer $8\pi/3$. The reason is overlap: $\nabla^2\phi=-4\pi\varrho$, with $\varrho$ the Gaussian density, is nonzero at neighbouring sites, and in a cubic lattice one third of its sum adds to each diagonal component of the depolarization.

The permittivities become 3.65 for three planes and 3.69 for bulk. The film thus lies 1.3% below its own bulk, instead of 3.6%.

**Leakage.** Suppose electrodes contact the film through a barrier $\varphi=3$ eV, with effective mass $m=0.5\,m_e$ throughout. Approximate the transmission by its exponential factor alone. At zero temperature and small voltage, electrons in an energy window $eV$ then carry the current

$$J=\frac{e}{2\pi\hbar}\,\frac{m}{\pi\hbar^2}\,eV\int_0^\infty e^{-2\kappa d}\,dw,\qquad \frac{\hbar^2\kappa^2}{2m}=\varphi+w.$$

Here $m/(\pi\hbar^2)$ is the density of lateral states including spin, $w$ is the depth of the normal energy below the Fermi level, and $d$ is the film thickness. The band is taken as deep enough to extend the integral to infinity. With $dw=\hbar^2\kappa\,d\kappa/m$, integration by parts gives

$$J=\frac{e^2V}{2\pi^2\hbar}\left(\frac{\kappa_0}{2d}+\frac1{4d^2}\right)e^{-2\kappa_0d}.$$

For $\kappa_0=6.27$ nm$^{-1}$ the exponential is $1.9\times10^{-6}$ and $J\simeq2\times10^3$ A/cm$^2$. The voltage used is the 0.279 V of part 4, which neglects image dipoles in the electrodes; with the images of Variation B it would be 0.269 V. The current is an order of magnitude only, and only for metal-like electrodes: the omitted prefactor of the transmission can reach 4 for a square barrier with equal masses. With the exact transmission through the tilted barrier, equal electrodes with a Fermi energy of 1 to 10 eV give $4$ to $8\times10^3$ A/cm$^2$, while shallow bands, as in a semiconductor contact, give far less: about $2\times10^2$ A/cm$^2$ at 0.2 eV and about 8 A/cm$^2$ at 0.05 eV. Lowering the mean barrier by $eV/2$ raises the exponential by a factor 1.36, but the current gains only about 2%, because at this voltage the full window $eV$ is not available to electrons with normal energies just below the Fermi level. Between metal-like contacts the film is therefore far from a perfect insulator, though the dipole sums assume one.

**Comparison with a real film.** The values of $k$ and $a$ are roughly those of silica, with $a^3$ close to the volume of one formula unit, and about 1 nm is the extreme thin end of silica gate insulators. The mean field is about a quarter of a rough breakdown field of 10 MV/cm. Real silica is amorphous, its static response includes moving ions, and its interfaces differ chemically from its interior. The cubic stacking is thus a strong idealization; the first variation shows how much the stacking can matter. The computed $k_3$ is a property of the model, not a measured film permittivity.

## Variation A: shifted neighbours

*Both neighbouring planes are displaced by half a cell diagonal, at unchanged distance $a$. What is $S$ in the middle plane, for equal point dipoles?*

The displacement $(\tfrac12,\tfrac12)$ multiplies each Fourier term by $(-1)^{m+n}$. The four leading terms change sign, while the next four, with $G=2\pi\sqrt2$, do not. The sum is $T'(1)=-0.2634$, so

$$S=9.0336+2\times0.2634=9.56.$$

The neighbours now increase the depolarization, and the middle sum moves away from $8\pi/3$. The four nearest dipoles of an adjacent plane are a poor guide to this sign. They lie at $r^2=\tfrac32$ with $z^2=1$, and alone give a positive field $4(3-\tfrac32)/(\tfrac32)^{5/2}\simeq2.2$; the rest of the plane outweighs it. The value near $8\pi/3$ in three planes therefore comes from the aligned cubic stacking, not merely from having two neighbouring planes. A thick film with the shifted stacking has a different bulk value.

## Variation B: metal electrodes

*Ideal metal surfaces lie half a spacing beyond the outer planes. What is the permittivity of a film of $n$ planes?*

The image of a normal dipole in a flat ideal metal is an equal, parallel dipole at the mirror position: on the metal surface the two have opposite $z$ distances, so their potentials cancel. The image of an outer plane lies one full spacing from it. Repeated reflection in both surfaces continues the cubic lattice without end.

Try equal dipoles in all planes. Every site then has $S=8\pi/3$, so all the equations are satisfied by the bulk value $x=1/(1/\hat\alpha+8\pi/3)$. Here $E$ is the laterally averaged field at the metal surface, because the image planes add no average field inside the film. Hence $k=3.9$ for any $n$, and solving the three-plane equations with images also gives 3.900.

The reduction to 3.76 thus belongs to a film whose image dipoles in the electrodes are negligible. In this model, contacts at half a spacing remove it. A metal with a finite screening length, or an image surface at another distance, breaks this continuation of the lattice. The sensitivity is large: for three planes with mirrors at $0.45a$ or $0.55a$ beyond the outer planes, the permittivity referred to the gap between the mirrors is 4.52 or 3.51.

The numerical output below lists the values used here.

## Table of computed values

```
S0, single plane: 9.033622
S0, direct lattice sum: 9.033621
S0 minus 8 pi/3, integral: 0.656041
  part from four nearest sites: 0.641844
T(1), adjacent plane: 0.327465
T(1), direct lattice sum: 0.327465
T(1), leading term: 0.294895
T(2), second plane: 0.000555
S, middle of three equal planes: 8.378692
8 pi/3: 8.377580
three planes minus bulk: 0.001112
  leading estimate: 0.001101
S, outer site of three planes: 8.7056
S, surface site of thick film: 8.7056
lattice spacing: 0.35 nm
bulk k (input): 3.90
external field: 10.0 MV/cm
alpha/a^3: 0.11734
A = a^3/alpha + S0: 17.5556
p_mid/(a^3 E): 0.05913
p_out/(a^3 E): 0.05807
p_bulk/(a^3 E): 0.05917
p_out/p_mid: 0.9820
middle dipole: 0.001761 e nm
outer dipole: 0.001729 e nm
S, middle, induced dipoles: 8.3904
k, one plane: 3.519
k, three planes: 3.761
k, 41 planes: 3.890
k, three planes between mirrors: 3.900
T(1), half-diagonal shift: -0.2634
S, middle, shifted neighbours: 9.5605
Gaussian range zeta: 0.156 nm
S0, Gaussian dipoles: 8.9621
T(1), Gaussian dipoles: 0.1247
S, middle of three, Gaussian: 8.7126
S, bulk, Gaussian: 8.7115
k, three planes, Gaussian: 3.645
k, bulk, Gaussian, same alpha: 3.693
film thickness: 1.05 nm
film voltage: 0.279 V
mean film field: 2.66 MV/cm
rough breakdown field (input): 10 MV/cm
film field/breakdown field: 0.27
tunnel barrier (input): 3.0 eV
tunnel mass/electron mass (input): 0.5
decay constant kappa: 6.27 1/nm
transmission at Fermi level: 1.89e-06
tunnel current density: 2.1e+03 A/cm2
barrier-lowering factor: 1.36
```
